# The 2n+1 Theorem: Third-Order Energies from First-Order Wavefunctions: verification in Python

```python
"""Test of the 2n+1 theorem through third order.
Claim: for a minimum of E[P; lam] = f Tr(h P) + G[density], the exact
first-order orbitals psi1 (orthogonal to all occupied psi0) determine
E3 = f sum_i <psi1_i|H1|psi1_i> - f sum_ij <psi1_i|psi1_j><psi0_j|H1|psi0_i>
     + G'''[n1,n1,n1]/6 + f Tr(h2 P1) + f Tr(h3 P0),   H1 = h1 + G'' n1,
where E = E0 + E1 lam + E2 lam^2 + E3 lam^3 + ... .
Model: 4 electrons, 2 orbitals (f = 2), soft-Coulomb ions between hard walls,
Hartree energy plus Dirac exchange. lam is the field in V/nm; energies in eV,
lengths in nm. The grid is that of the particle-in-a-box sine basis.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc

COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9       # Gaussian e^2, eV nm
KIN = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18        # hbar^2/2m, eV nm^2
F_OCC, N_ORB = 2, 2
BOX, SOFT = 0.8, 0.08
AREA = np.pi * SOFT**2


def build(points=63, charges=(1.0, 3.0), sites=(0.3, 0.5), xscale=1.0):
    j = np.arange(1, points + 1)
    h = BOX / (points + 1)
    x = j * h
    s = np.sqrt(2 / (points + 1)) * np.sin(np.pi * np.outer(j, j) / (points + 1))
    kinetic = (s * (KIN * (np.pi * j / BOX)**2)) @ s.T
    v = sum(-z * COUL / np.sqrt((x - p)**2 + SOFT**2)
            for z, p in zip(charges, sites))
    w = COUL / np.sqrt((x[:, None] - x[None, :])**2 + SOFT**2)
    cx = xscale * 0.75 * (3 / np.pi)**(1 / 3) * COUL / AREA**(1 / 3)
    centre = np.dot(charges, sites) / sum(charges)
    return SimpleNamespace(x=x, h0=kinetic + np.diag(v), w=w,
                           k=cx * h**(-1 / 3), h1=x - centre)


def occupation(c):
    """Electrons per grid point."""
    return F_OCC * np.sum(c**2, axis=1)


def energy(m, c, dv):
    n = occupation(c)
    return (F_OCC * np.sum(c * (m.h0 @ c)) + n @ dv
            + 0.5 * n @ m.w @ n - m.k * np.sum(n**(4 / 3)))


def ground(m, dv, start=None):
    """Self-consistent ground state in the extra potential dv."""
    size = len(m.x)
    n = np.full(size, F_OCC * N_ORB / size) if start is None else start.copy()
    for _ in range(3000):
        pot = dv + m.w @ n - 4 / 3 * m.k * np.cbrt(n)
        eps, vec = np.linalg.eigh(m.h0 + np.diag(pot))
        new = occupation(vec[:, :N_ORB])
        change = np.max(np.abs(new - n))
        if change < 1e-11:
            break
        n = n + 0.35 * (new - n)
    assert change < 1e-11, "self-consistency not reached"
    c = vec[:, :N_ORB]
    return SimpleNamespace(e=energy(m, c, dv), c=c, n=new, eps=eps, vec=vec)


def response(m, g):
    """First-order orbitals from the quadratic energy in rotations u."""
    virt = g.vec[:, N_ORB:]
    pair = (virt[:, :, None] * g.c[:, None, :]).reshape(len(m.x), -1)
    gap = (g.eps[N_ORB:, None] - g.eps[None, :N_ORB]).ravel()
    kern = m.w - np.diag(4 / 9 * m.k * g.n**(-2 / 3))
    quad = F_OCC * np.diag(gap) + 2 * F_OCC**2 * pair.T @ kern @ pair
    b = pair.T @ m.h1
    u = np.linalg.solve(quad, -F_OCC * b)
    return SimpleNamespace(psi1=virt @ u.reshape(-1, N_ORB), virt=virt,
                           kern=kern, b=b.reshape(-1, N_ORB),
                           stiff=np.linalg.eigvalsh(quad)[0] / F_OCC)


def third_order(m, g, r, psi1):
    """Three parts of E3 for a perturbation linear in lam."""
    n1 = 2 * F_OCC * np.sum(psi1 * g.c, axis=1)
    pot1 = m.h1 + r.kern @ n1
    part_a = F_OCC * np.sum(psi1**2 * pot1[:, None])
    block = g.c.T @ (pot1[:, None] * g.c)
    part_b = -F_OCC * np.sum((psi1.T @ psi1) * block)
    part_c = np.sum(8 / 27 * m.k * g.n**(-5 / 3) * n1**3) / 6
    return np.array([part_a, part_b, part_c])


def second_functional(m, g, r, psi1):
    """Second-order energy as a functional of trial first-order orbitals."""
    hks = m.h0 + np.diag(m.w @ g.n - 4 / 3 * m.k * np.cbrt(g.n))
    n1 = 2 * F_OCC * np.sum(psi1 * g.c, axis=1)
    return (F_OCC * np.sum(psi1 * (hks @ psi1 - psi1 * g.eps[:N_ORB]))
            + n1 @ m.h1 + 0.5 * n1 @ r.kern @ n1)


def taylor(func, step):
    """Taylor coefficients from nine values at -4..4 steps."""
    t = np.arange(-4, 5) / 4
    val = np.array([func(4 * step * a) for a in t])
    coef = np.linalg.solve(np.vander(t, increasing=True), val - val[4])
    return coef / (4 * step)**np.arange(9)


m = build()
g = ground(m, 0 * m.x)
r = response(m, g)
gap = g.eps[N_ORB] - g.eps[N_ORB - 1]
assert gap > 0 and r.stiff > 0


def scf_energy(lam):
    return ground(m, lam * m.h1, g.n).e


# First-order orbitals against the change of the true projector.
d = 0.05
cp, cm = ground(m, d * m.h1, g.n).c, ground(m, -d * m.h1, g.n).c
p1_num = (cp @ cp.T - cm @ cm.T) / (2 * d)
p1 = r.psi1 @ g.c.T + g.c @ r.psi1.T
p1_err = np.max(np.abs(p1_num - p1)) / np.max(np.abs(p1))
assert p1_err < 1e-3   # central difference has an error of order d^2

# Energy coefficients against self-consistent energies in finite fields.
STEP = 0.4
ref = taylor(scf_energy, STEP)
e1 = g.n @ m.h1
e2 = F_OCC * np.sum(r.psi1 * m.h1[:, None] * g.c)
parts = third_order(m, g, r, r.psi1)
e3 = parts.sum()
assert abs(e1 / ref[1] - 1) < 1e-6
assert abs(e2 / ref[2] - 1) < 1e-5
assert abs(e3 / ref[3] - 1) < 5e-4   # rounding is amplified by 1/STEP^3
assert abs(second_functional(m, g, r, r.psi1) / e2 - 1) < 1e-8


# Error orders of trial states; averaging over field sign removes odd orders.
def trial_energy(lam, psi1, chi=0.0):
    c = np.linalg.qr(g.c + lam * psi1 + lam**2 * chi)[0]
    return energy(m, c, lam * m.h1)


def excess(lam, psi1):
    return np.mean([trial_energy(a, psi1) - scf_energy(a) for a in (lam, -lam)])


big, small = 3.2, 1.6
x0 = [excess(a, 0 * r.psi1) for a in (big, small)]
x1 = [excess(a, r.psi1) for a in (big, small)]
order0, order1 = np.log2(x0[0] / x0[1]), np.log2(x1[0] / x1[1])
assert min(x0 + x1) > 0
assert abs(order0 - 2) < 0.1 and abs(order1 - 4) < 0.2

# An arbitrary second-order orbital chi leaves E3 unchanged only if psi1 is exact.
weights = np.zeros_like(r.b)
weights[:3] = 0.003 * np.sign(r.b[:3])
chi = r.virt @ weights
e3_chi = taylor(lambda a: trial_energy(a, r.psi1, chi), STEP)[3]
assert abs(e3_chi / e3 - 1) < 2e-3
bad = 1.05 * r.psi1
shift_bad = (taylor(lambda a: trial_energy(a, bad, chi), STEP)[3]
             - taylor(lambda a: trial_energy(a, bad), STEP)[3])
shift_pred = -2 * 0.05 * F_OCC * np.sum(weights * r.b)
assert abs(shift_bad / shift_pred - 1) < 1e-2

# Sensitivity to an error in psi1: quadratic for E2, linear for E3.
err2 = [second_functional(m, g, r, (1 + a) * r.psi1) / e2 - 1 for a in (.01, .005)]
err3 = [third_order(m, g, r, (1 + a) * r.psi1).sum() / e3 - 1 for a in (.01, .005)]
assert abs(err2[0] / err2[1] - 4) < 0.05
assert abs(err3[0] / err3[1] - 2) < 0.2

# Perturbation with second- and third-order parts of its own.
h2 = 1e-3 * np.sin(3 * np.pi * m.x / BOX + 0.4)
h3 = 1e-5 * np.cos(2 * np.pi * m.x / BOX)
n1 = 2 * F_OCC * np.sum(r.psi1 * g.c, axis=1)
ref_nl = taylor(lambda a: ground(m, a * m.h1 + a**2 * h2 + a**3 * h3, g.n).e, STEP)
e3_nl = e3 + n1 @ h2 + g.n @ h3
assert abs(ref_nl[2] - e2 - g.n @ h2) < 1e-5 * abs(e2)
assert abs(ref_nl[3] - e3_nl) < 1e-3 * max(abs(e3), abs(n1 @ h2), abs(g.n @ h3))

# One state of a complex Hermitian matrix, without interaction.
rng = np.random.default_rng(4)
a = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
pert = 0.15 * (a + a.conj().T)
lev = np.array([0.0, 2.0, 3.0, 4.0, 5.0])
first = np.r_[0, -pert[1:, 0] / lev[1:]]
lin3 = (first.conj() @ (pert - pert[0, 0].real * np.eye(5)) @ first).real
lin3_ref = taylor(lambda s: np.linalg.eigvalsh(np.diag(lev) + s * pert)[0], 0.05)[3]
assert abs(lin3 - lin3_ref) < 1e-5 * np.linalg.norm(first)**2

# Inversion symmetry removes the third-order energy.
ms = build(charges=(2.0, 2.0))
gs = ground(ms, 0 * ms.x)
rs = response(ms, gs)
e3_sym = third_order(ms, gs, rs, rs.psi1).sum()
assert abs(e3_sym) < 1e-5 * abs(e3)


# Grid error and sensitivity to the exchange strength.
def e3_of(model):
    gg = ground(model, 0 * model.x)
    rr = response(model, gg)
    return third_order(model, gg, rr, rr.psi1).sum()


e3_fine = e3_of(build(points=95))
assert abs(e3_fine / e3 - 1) < 0.01
e3_x = e3_of(build(xscale=1.1))


# Bond stretching: change of dipole per length, and rough ionic polarizability.
def dipole(stretch):
    pos = (0.3 - stretch / 2, 0.5 + stretch / 2)
    mm = build(sites=pos)
    return np.dot((1.0, 3.0), pos) - ground(mm, 0 * mm.x, g.n).n @ mm.x


zeff = (dipole(0.001) - dipole(-0.001)) / 0.002
SPRING = 500.0                      # eV/nm^2, rough stiffness of an oxide bond
alpha, beta = -2 * e2, -6 * e3
alpha_ion = zeff**2 / SPRING

FIELD = 0.5                         # V/nm, rough gate-oxide field
K_TOTAL = 20.0                      # rough static permittivity of a high-k oxide
local = FIELD * (K_TOTAL + 2) / 3   # Lorentz estimate of the local field


def series(f, order):
    return sum(c * f**k for k, c in enumerate((e1, e2, e3)[:order], 1))


true_f, true_l = scf_energy(FIELD) - g.e, scf_energy(local) - g.e
assert abs(true_f - series(FIELD, 3)) < abs(true_f - series(FIELD, 2))


def wkb(f):
    """Exponent for tunnelling through a triangular barrier of height gap."""
    return 4 * gap**1.5 / (3 * np.sqrt(KIN) * f)


debye = sc.e * 1e-9 * sc.c / 1e-21
beta_esu = beta * sc.e * sc.c * 10 * 1e-21 * (sc.c * 1e-6)**2
print(f"e^2 (Gaussian) = {COUL:.6f} eV nm; hbar^2/2m = {KIN:.7f} eV nm^2")
print(f"box {BOX} nm; softening {SOFT} nm; column area {AREA:.5f} nm^2")
print("ion charges 1 and 3 e at 0.3 and 0.5 nm; 4 electrons; 63 grid points")
print(f"E0 (no ion-ion energy) = {g.e:.6f} eV")
print("lowest three levels =", np.round(g.eps[:3], 4), "eV")
print(f"orbital gap = {gap:.4f} eV; lowest stiffness = {r.stiff:.4f} eV")
print(f"relative error of first-order projector = {p1_err:.1e}")
print(f"E1: formula {e1:.8f}, finite field {ref[1]:.8f} eV/(V/nm)")
print(f"E2: formula {e2:.8e}, finite field {ref[2]:.8e} eV/(V/nm)^2")
print(f"E3: formula {e3:.6e}, finite field {ref[3]:.6e} eV/(V/nm)^3")
print(f"E3 part <psi1|H1|psi1> = {parts[0]:.6e} eV/(V/nm)^3")
print(f"E3 part with overlaps  = {parts[1]:.6e} eV/(V/nm)^3")
print(f"E3 part with G'''      = {parts[2]:.6e} eV/(V/nm)^3")
print(f"dipole = {-e1:.6f} e nm = {-e1 * debye:.4f} debye")
print(f"polarizability = {alpha:.6e} e nm^2/V = {alpha * COUL:.6e} nm^3")
print(f"hyperpolarizability = {beta:.5e} e nm^3/V^2 = {beta_esu:.4e} esu")
print(f"energy excess, psi0 only, at {big}, {small} V/nm: {x0[0]:.4e}, {x0[1]:.4e} eV")
print(f"energy excess, with psi1, at {big}, {small} V/nm: {x1[0]:.4e}, {x1[1]:.4e} eV")
print(f"observed error orders: {order0:.3f} (psi0), {order1:.3f} (with psi1)")
print(f"E3 with arbitrary chi added = {e3_chi:.6e} eV/(V/nm)^3")
print(f"psi1 5% too large: chi shifts E3 by {shift_bad:.4e},",
      f"predicted {shift_pred:.4e} eV/(V/nm)^3")
print(f"psi1 1% and 0.5% too large: E2 error {err2[0]:.2e}, {err2[1]:.2e} (relative)")
print(f"psi1 1% and 0.5% too large: E3 error {err3[0]:.3e}, {err3[1]:.3e} (relative)")
print(f"with h2, h3: E3 formula {e3_nl:.6e}, finite {ref_nl[3]:.6e} eV/(V/nm)^3")
print(f"complex matrix: E3 formula {lin3:.8f}, eigenvalue {lin3_ref:.8f} (no unit)")
print(f"symmetric bond: E3 = {e3_sym:.1e} eV/(V/nm)^3")
for name, f, true in (("gate", FIELD, true_f), ("local", local, true_l)):
    print(f"{name} field = {f:.4f} V/nm = {10 * f:.2f} MV/cm")
    print(f"  terms 1,2,3: {e1*f:.6e}, {e2*f**2:.6e}, {e3*f**3:.6e} eV")
    print(f"  true shift {true:.8e} eV; left after order 2: {true-series(f,2):.3e},",
          f"after order 3: {true-series(f,3):.3e} eV")
    print(f"  tunnelling exponent across orbital gap = {wkb(f):.1f}")
print(f"rough total permittivity used for local field = {K_TOTAL:.0f}")
print(f"dipole change per bond stretch = {zeff:.4f} e; spring {SPRING:.0f} eV/nm^2 (rough)")
print(f"ionic/electronic polarizability = {alpha_ion / alpha:.3f}")
print(f"bond stretch at gate field = {zeff * FIELD / SPRING:.2e} nm")
print(f"gap / kT at 400 K = {gap / (sc.k * 400 / sc.e):.1f}")
print(f"E3 on 95 points = {e3_fine:.6e} eV/(V/nm)^3")
print(f"E3 change for 10% stronger exchange = {100 * (e3_x / e3 - 1):.2f} %")
print("verified")
```

Running it gives:

```
e^2 (Gaussian) = 1.439965 eV nm; hbar^2/2m = 0.0380998 eV nm^2
box 0.8 nm; softening 0.08 nm; column area 0.02011 nm^2
ion charges 1 and 3 e at 0.3 and 0.5 nm; 4 electrons; 63 grid points
E0 (no ion-ion energy) = -118.904202 eV
lowest three levels = [-16.0156  -5.8601  -1.6596] eV
orbital gap = 4.2006 eV; lowest stiffness = 8.4674 eV
relative error of first-order projector = 5.9e-07
E1: formula -0.05280836, finite field -0.05280836 eV/(V/nm)
E2: formula -3.19634352e-03, finite field -3.19634352e-03 eV/(V/nm)^2
E3: formula 4.628346e-06, finite field 4.628346e-06 eV/(V/nm)^3
E3 part <psi1|H1|psi1> = -9.278281e-06 eV/(V/nm)^3
E3 part with overlaps  = 1.363852e-05 eV/(V/nm)^3
E3 part with G'''      = 2.681072e-07 eV/(V/nm)^3
dipole = 0.052808 e nm = 2.5365 debye
polarizability = 6.392687e-03 e nm^2/V = 9.205243e-03 nm^3
hyperpolarizability = -2.77701e-05 e nm^3/V^2 = -1.1988e-30 esu
energy excess, psi0 only, at 3.2, 1.6 V/nm: 3.2731e-02, 8.1827e-03 eV
energy excess, with psi1, at 3.2, 1.6 V/nm: 4.1064e-05, 2.5683e-06 eV
observed error orders: 2.000 (psi0), 3.999 (with psi1)
E3 with arbitrary chi added = 4.630312e-06 eV/(V/nm)^3
psi1 5% too large: chi shifts E3 by -9.6645e-05, predicted -9.6647e-05 eV/(V/nm)^3
psi1 1% and 0.5% too large: E2 error -1.00e-04, -2.50e-05 (relative)
psi1 1% and 0.5% too large: E3 error -2.251e-03, -1.040e-03 (relative)
with h2, h3: E3 formula -2.720509e-05, finite -2.720509e-05 eV/(V/nm)^3
complex matrix: E3 formula 0.02360877, eigenvalue 0.02360877 (no unit)
symmetric bond: E3 = 8.2e-19 eV/(V/nm)^3
gate field = 0.5000 V/nm = 5.00 MV/cm
  terms 1,2,3: -2.640418e-02, -7.990859e-04, 5.785432e-07 eV
  true shift -2.72026871e-02 eV; left after order 2: 5.780e-07, after order 3: -5.588e-10 eV
  tunnelling exponent across orbital gap = 117.6
local field = 3.6667 V/nm = 36.67 MV/cm
  terms 1,2,3: -1.936306e-01, -4.297306e-02, 2.281603e-04 eV
  true shift -2.36377695e-01 eV; left after order 2: 2.260e-04, after order 3: -2.145e-06 eV
  tunnelling exponent across orbital gap = 16.0
rough total permittivity used for local field = 20
dipole change per bond stretch = 0.4847 e; spring 500 eV/nm^2 (rough)
ionic/electronic polarizability = 0.074
bond stretch at gate field = 4.85e-04 nm
gap / kT at 400 K = 121.9
E3 on 95 points = 4.628320e-06 eV/(V/nm)^3
E3 change for 10% stronger exchange = 15.00 %
verified
```
